# Threshold law for momentum-conserving impact ionisation in d dimensions

## Result and conventions

A primary electron of energy $E$, counted from the conduction-band edge, lifts a valence electron across the gap $E_g$. Two electrons of masses $m_1,m_2$ and a hole of mass $m_3$ remain. If their bands are parabolic, momentum is conserved and the matrix element is constant and nonzero, the rate in $d$ dimensions is

$$
W=\frac{2\pi}{\hbar}U^2J,\qquad
J=\left(\frac{m_1m_2m_3}{M}\right)^{d/2}\frac{\Delta^{d-1}}{(d-1)!\,(2\pi\hbar^2)^d},
$$

$$
\Delta=E-E_g-\frac{\hbar^2\kappa^2}{2M}>0,\qquad M=m_1+m_2+m_3 ,
$$

and $W=0$ for $\Delta<0$. The excess energy that carries the power $d-1$ is $\Delta$, the energy left above the lowest final state of the same total momentum. It is not $E-E_g$, because the final particles must carry the primary's momentum and this costs kinetic energy.

Momentum conservation reads $\mathbf k_i+\mathbf k_v=\mathbf k_1+\mathbf k_2$, up to a reciprocal lattice vector. The hole has wave vector $-\mathbf k_v$. Let $\mathbf p_1,\mathbf p_2,\mathbf p_3$ be the wave vectors of the two electrons and the hole, each measured from its band edge, and let $\boldsymbol\kappa$ be $\mathbf k_i$ measured from the sum of the band-edge wave vectors. Then

$$
\mathbf p_1+\mathbf p_2+\mathbf p_3=\boldsymbol\kappa .
$$

The valence band is full and the conduction band empty. The matrix element is $U/\Omega$, where $\Omega$ is the $d$-dimensional volume, so $U$ has the unit energy times length$^d$. The sum over spin channels is included in $U^2$. Each distinct final pair is counted once; if both electrons lie in the same valley, integrating freely over both momenta and summing independently over both spins counts each pair twice, and a factor $1/2$ is needed.

The golden rule, with $\sum_{\mathbf p}\to\Omega\int d^dp/(2\pi)^d$ for each of the two free momenta, gives

$$
W=\frac{2\pi}{\hbar}\frac{U^2}{\Omega^2}\,\Omega^2\!\int\!\frac{d^dp_1\,d^dp_2}{(2\pi)^{2d}}\;\delta\!\left(E-E_g-\sum_{j=1}^3\frac{\hbar^2p_j^2}{2m_j}\right).
$$

The volume cancels, and $J$ is the remaining integral.

## One dimension, zero total momentum

Take $d=1$ and $\kappa=0$, so that $p_3=-p_1-p_2$ and $\Delta=E-E_g$. The final kinetic energy is

$$
\varepsilon=\frac{\hbar^2}{2}\left(Ap_1^2+2Bp_1p_2+Cp_2^2\right),
$$

$$
A=\frac1{m_1}+\frac1{m_3},\qquad B=\frac1{m_3},\qquad C=\frac1{m_2}+\frac1{m_3}.
$$

States with energy below $\varepsilon$ fill an ellipse of area $\pi(2\varepsilon/\hbar^2)/\sqrt{AC-B^2}$. The terms $1/m_3^2$ cancel in the determinant:

$$
AC-B^2=\frac1{m_1m_2}+\frac1{m_1m_3}+\frac1{m_2m_3}=\frac{M}{m_1m_2m_3}.
$$

The delta function takes the derivative of the area with respect to energy, which is a constant:

$$
J=\frac1{(2\pi)^2}\,\frac{2\pi}{\hbar^2}\sqrt{\frac{m_1m_2m_3}{M}}
=\frac1{2\pi\hbar^2}\sqrt{\frac{m_1m_2m_3}{M}} .
$$

The rate is a step: zero below threshold and constant above it.

**Limit of a heavy hole.** For $m_3\to\infty$ the hole absorbs any momentum at no cost, and the electrons become independent. Each has the one-dimensional density of states $g_j(\varepsilon)=\sqrt{m_j/(2\varepsilon)}/(\pi\hbar)$ per spin. Their convolution is

$$
\int_0^\Delta g_1(\varepsilon)g_2(\Delta-\varepsilon)\,d\varepsilon
=\frac{\sqrt{m_1m_2}}{2\pi^2\hbar^2}\int_0^\Delta\frac{d\varepsilon}{\sqrt{\varepsilon(\Delta-\varepsilon)}}
=\frac{\sqrt{m_1m_2}}{2\pi\hbar^2},
$$

since the last integral equals $\pi$. This agrees with $J$, because $m_3/M\to1$.

## Nonzero total momentum

For any $d$, write

$$
\mathbf p_j=\frac{m_j}{M}\boldsymbol\kappa+\mathbf s_j,\qquad \sum_j\mathbf s_j=0 .
$$

Squaring and summing gives

$$
\sum_j\frac{\hbar^2p_j^2}{2m_j}
=\frac{\hbar^2\kappa^2}{2M}+\frac{\hbar^2}{M}\boldsymbol\kappa\cdot\sum_j\mathbf s_j+\sum_j\frac{\hbar^2s_j^2}{2m_j}.
$$

The middle term vanishes. The last is never negative, so the lowest final energy is $E_g+\hbar^2\kappa^2/2M$, reached when all $\mathbf s_j=0$. There the three particles share one velocity, $\mathbf V=\hbar\boldsymbol\kappa/M$. What remains for relative motion is $\Delta$.

In the limit $\kappa\to0$ this returns $\Delta=E-E_g$. For $m_3\to\infty$ it does so at any fixed $\kappa$, since a very heavy hole takes up momentum without energy.

## Any number of dimensions

The relative energy depends on two free vectors, $\mathbf s_1$ and $\mathbf s_2$, with $\mathbf s_3=-\mathbf s_1-\mathbf s_2$. Let $\mu_a=m_1m_3/(m_1+m_3)$ and complete the square in $\mathbf s_1$:

$$
\frac{s_1^2}{m_1}+\frac{(\mathbf s_1+\mathbf s_2)^2}{m_3}
=\frac1{\mu_a}\left(\mathbf s_1+\frac{\mu_a}{m_3}\mathbf s_2\right)^2
+\left(\frac1{m_3}-\frac{\mu_a}{m_3^2}\right)s_2^2 .
$$

The last bracket is $1/(m_1+m_3)$. With

$$
\mathbf a=\mathbf s_1+\frac{m_1}{m_1+m_3}\mathbf s_2,\qquad
\frac1{\mu_b}=\frac1{m_2}+\frac1{m_1+m_3}=\frac{M}{m_2(m_1+m_3)},
$$

the relative energy is $\hbar^2a^2/2\mu_a+\hbar^2s_2^2/2\mu_b$. Passing from $(\mathbf s_1,\mathbf s_2)$ to $(\mathbf a,\mathbf s_2)$ is a shift at fixed $\mathbf s_2$, so its Jacobian is one. The masses enter through

$$
\mu_a\mu_b=\frac{m_1m_3}{m_1+m_3}\,\frac{m_2(m_1+m_3)}{M}=\frac{m_1m_2m_3}{M}.
$$

Now set $\mathbf a=\sqrt{2\mu_a}\,\mathbf x/\hbar$ and $\mathbf s_2=\sqrt{2\mu_b}\,\mathbf y/\hbar$. The energy becomes $z^2=x^2+y^2$ in $2d$ dimensions, and the volume element gains the factor $(2/\hbar^2)^d(\mu_a\mu_b)^{d/2}$.

To find the volume of a ball in $2d$ dimensions, write it as $C(z^2)^d$. The Gaussian integral can be done by components or by shells $\varepsilon=z^2$:

$$
\pi^d=\int d^{2d}z\,e^{-z^2}=\int_0^\infty Cd\,\varepsilon^{d-1}e^{-\varepsilon}d\varepsilon=C\,d! .
$$

So $C=\pi^d/d!$, and differentiating the volume gives

$$
\int d^{2d}z\,\delta(\Delta-z^2)=\frac{\pi^d}{(d-1)!}\Delta^{d-1}.
$$

Collecting factors,

$$
J=\frac1{(2\pi)^{2d}}\left(\frac2{\hbar^2}\right)^d\left(\frac{m_1m_2m_3}{M}\right)^{d/2}\frac{\pi^d\Delta^{d-1}}{(d-1)!},
$$

and $2^d\pi^d/(2\pi)^{2d}=1/(2\pi)^d$ gives the stated result. The power has a simple origin: two free momenta have $2d$ components, energy is quadratic in them, so the number of states below $\Delta$ grows as $\Delta^d$ and the rate as its derivative.

**Heavy-hole limit again.** In $d=2$ each electron has the constant density of states $m_j/(2\pi\hbar^2)$, and the convolution gives $m_1m_2\Delta/(2\pi\hbar^2)^2$. In $d=3$, $g_j=m_j^{3/2}\sqrt{\varepsilon}/(\sqrt2\pi^2\hbar^3)$ and $\int_0^\Delta\sqrt{\varepsilon(\Delta-\varepsilon)}\,d\varepsilon=\pi\Delta^2/8$, so the convolution is $(m_1m_2)^{3/2}\Delta^2/(16\pi^3\hbar^6)$. Both agree with $J$.

**Finite masses.** The original momentum integral was also sampled at random, with $\hbar=1$, masses 1.0, 1.3 and 2.0, every component of $\boldsymbol\kappa$ equal to 0.7, and an energy window of $\pm10\%$ of $\Delta$ in place of the delta function. Fits over $\Delta=0.6$ to $1.0$ gave powers 0.01, 1.01 and 2.02 for $d=1,2,3$. At $\Delta=1$ the sampled value of $J$ differed from the formula by less than 0.5%.

## From available energy to primary energy

Follow one primary band along the direction of $\boldsymbol\kappa$, with velocity $v_i$ in that direction. Then $dE=\hbar v_i\,d\kappa$ and

$$
d\Delta=\left(\hbar v_i-\frac{\hbar^2\kappa}{M}\right)d\kappa,
\qquad
\frac{d\Delta}{dE}=1-\frac{V}{v_i}.
$$

If this slope is positive at the threshold $E_{th}$, then $\Delta\propto E-E_{th}$ to leading order, and the rate grows as $(E-E_{th})^{d-1}$ near threshold. If $v_i=V$ there, the linear term is absent and this conclusion fails, although the law in $\Delta$ still holds.

For a direct gap with a parabolic primary band, $m_1=m_2=m_c$, $m_3=m_v$ and $E=\hbar^2\kappa^2/2m_c$. The momentum cost is $Em_c/M$, so

$$
\Delta=\frac{m_c+m_v}{M}\,(E-E_{th}),\qquad
E_{th}=E_g\,\frac{2m_c+m_v}{m_c+m_v}.
$$

Here the proportionality holds at every energy for which the bands stay parabolic. The threshold tends to $E_g$ for a heavy hole, to $2E_g$ for a very light one, and is $3E_g/2$ for equal masses. For $m_c=0.32$ and $m_v=0.55$, numerical minimisation of the final energy gives $E_{th}/E_g=1.368$, as does the formula.

## Ellipsoidal valleys

Let each mass be a symmetric positive tensor $m_j$, and $M=m_1+m_2+m_3$. The lowest final energy again has a common velocity, $\mathbf p_j=m_jM^{-1}\boldsymbol\kappa$, and the momentum cost becomes $\tfrac12\hbar^2\boldsymbol\kappa\cdot M^{-1}\boldsymbol\kappa$. The relative energy is $\tfrac12\hbar^2$ times a quadratic form in $(\mathbf s_1,\mathbf s_2)$. Completing the square as before leaves two blocks,

$$
m_1^{-1}+m_3^{-1}=m_1^{-1}(m_1+m_3)m_3^{-1},
$$

$$
m_2^{-1}+(m_1+m_3)^{-1}=m_2^{-1}M(m_1+m_3)^{-1}.
$$

In the product of their determinants $\det(m_1+m_3)$ cancels, leaving $\det M/(\det m_1\det m_2\det m_3)$. The volume of an ellipsoid contains the inverse square root of this, so

$$
\left(\frac{m_1m_2m_3}{M}\right)^{d/2}\to
\left(\frac{\det m_1\det m_2\det m_3}{\det M}\right)^{1/2}.
$$

For isotropic tensors the two sides coincide. The power $d-1$ is unchanged, since the energy is still quadratic in $2d$ variables.

## Conditions that change the power

**Momentum not conserved.** If disorder or another partner takes up any momentum with equal amplitude, there are $3d$ free components and no momentum cost. The rate then grows as $(E-E_g)^{3d/2-1}$. Sampling with the same three masses gave powers 0.50, 2.01 and 3.51 for $d=1,2,3$.

**Amplitude vanishing at threshold.** If the amplitude is linear in the relative momenta, its square is quadratic and contributes one more factor $\Delta$, so the power is $d$. Sampling with the squared velocity difference of the electrons as weight gave 1.02, 1.98 and 2.98. Two electrons of equal spin in one valley are such a case: direct and exchange amplitudes cancel when the electrons have equal momenta. For a contact interaction they cancel at all momenta, and this channel is closed. Opposite spins can keep a nonzero amplitude, and then set the power $d-1$.

**Average over primary directions.** Suppose that for $d\ge2$ the threshold has an isolated minimum $E_0$ in direction, $E_{th}\simeq E_0+c\theta^2$. With $x=E-E_0$, the average rate at fixed energy behaves as

$$
\int_0^{\sqrt{x/c}}\theta^{d-2}(x-c\theta^2)^{d-1}d\theta\;\propto\; x^{3(d-1)/2},
$$

as the substitution $\theta=\sqrt{x/c}\,t$ shows. The power rises from 1 to 1.5 in two dimensions and from 2 to 3 in three. If in three dimensions the lowest thresholds form a ring instead of a point, as for a single valley whose two transverse masses are lighter than its longitudinal mass, only one angle leads away from the minimum. The average is then $\int(x-c\theta^2)^2d\theta\propto x^{5/2}$. The law with power $d-1$ belongs to a primary state of given direction, not to this average.

## Numbers in the regime of silicon

Take $d=3$ and rough parameters in the regime of a silicon avalanche photodiode at 300 K: $E_g=1.12$ eV, $m_1=m_2=0.32\,m_0$, $m_3=0.55\,m_0$. The two final electrons lie in valleys on perpendicular axes. The primary energy and $\kappa=1.0\ \mathrm{nm^{-1}}$ are chosen freely, and $\kappa$ is held fixed while $E$ varies; the primary band is not modelled, so these pairs of $E$ and $\kappa$ need not be actual states of silicon. The strength $U=0.020\ \mathrm{eV\,nm^3}$ is also chosen.

With $M=1.19\,m_0$ and $\hbar^2/m_0=0.07620\ \mathrm{eV\,nm^2}$, the momentum cost is

$$
\frac{0.07620\times1.0^2}{2\times1.19}=0.0320\ \mathrm{eV},
$$

so the threshold is 1.152 eV. At $E=1.4$ eV, $\Delta=0.248$ eV. The mass factor is $0.32^2\times0.55/1.19=0.04733$, and

$$
J=\frac{0.04733^{3/2}\times0.248^2}{2\,(2\pi\times0.07620)^3}
=2.88\times10^{-3}\ \mathrm{eV^{-1}nm^{-6}},
$$

$$
W=\frac{2\pi\times0.020^2\times2.88\times10^{-3}}{6.582\times10^{-16}}\ \mathrm{s^{-1}}
=1.1\times10^{10}\ \mathrm{s^{-1}} .
$$

This is a mean time of about 91 ps for one valley pair and one hole band.

| $E$ (eV) | $\Delta$ (eV) | $W$ (s$^{-1}$) |
|---|---|---|
| 1.2 | 0.048 | $4.1\times10^8$ |
| 1.3 | 0.148 | $3.9\times10^9$ |
| 1.4 | 0.248 | $1.1\times10^{10}$ |

From 1.3 to 1.4 eV the rate grows by $(0.248/0.148)^2=2.8$. Using $E-E_g$ as the excess would give $(0.28/0.18)^2=2.4$.

**Is the matrix element constant?** Consider first the Coulomb factor alone. The momentum transfer between valleys is large, 10.6 nm$^{-1}$ at threshold with $\boldsymbol\kappa$ along the second valley's axis, so the spread of final momenta changes it little. For a Coulomb element proportional to $1/q^2$, the squared direct element at $E=1.4$ eV lies between 0.74 and 1.37 times its threshold value for the central 90% of final states, and its mean is 1.01 times that value. The estimate $e^2/(\epsilon_0\epsilon q^2)$ with a rough dielectric constant of 10 and unit Bloch overlaps gives a direct amplitude $U_d=0.016\ \mathrm{eV\,nm^3}$. In the exchange amplitude the two final electrons trade places; its momentum transfer is 9.9 nm$^{-1}$ and its value $U_x=0.019\ \mathrm{eV\,nm^3}$. For a primary of given spin, the sum over spin channels is $U^2=U_d^2+U_x^2+(U_d-U_x)^2$, so $U=0.025\ \mathrm{eV\,nm^3}$. Since $W\propto U^2$, this value would multiply the rate by about 1.5. However, neither assumption behind this estimate is safe. The value 10 is close to the long-wavelength dielectric constant, and at so large a momentum transfer silicon screens less, which raises $U$. Unit overlap is the worse assumption. For a hole at the valence top and the momentum transfer from the zone centre straight to the valley, the overlap of the valence and valley states vanishes, because they have different symmetry about that axis. What remains comes from transfers that differ by a reciprocal lattice vector, one of which also lies along the axis and is allowed by symmetry, and from small departures from the axis. It can be much smaller than the estimate and can vary with the final momenta. The estimate therefore does not fix $U$ for silicon, and a constant matrix element remains an assumption of the example.

**Band shape.** The following factors are relative to the model rate at 1.4 eV, changing one thing at a time. Ellipsoidal valleys with masses 0.92 and 0.19 $m_0$ give 0.88 if $\boldsymbol\kappa$ lies along the axis of either valley, and 0.76 if it is perpendicular to both. Electron bands obeying $\varepsilon(1+\alpha\varepsilon)=\hbar^2p^2/2m_c$ with $\alpha=0.5\ \mathrm{eV^{-1}}$ give 1.17, evaluated at $\kappa=0$ and equal $\Delta$. A hole mass of 1.0 $m_0$ gives 1.6, the largest of the three.

**Broadening and field.** A rough phonon scattering rate of $10^{14}\ \mathrm{s^{-1}}$ blurs the primary energy by $\hbar\times10^{14}\ \mathrm{s^{-1}}=0.066$ eV. Treated as the rms width of a Gaussian, this multiplies the rate by 1.07 at 1.4 eV but by 2.6 at 1.2 eV, where it exceeds $\Delta$. A Gaussian with 0.066 eV as its full width at half maximum gives 1.01 and 1.3. A lifetime, however, gives a Lorentzian line of that full width, and the average of $\Delta^2$ over its tails grows with the cutoff: the factors are 1.06 and 2.3 for tails cut at $\pm0.2$ eV, and 1.3 and 6.6 for tails cut at $\pm1$ eV. The size of this correction therefore depends on the line shape and is not fixed by the scattering rate alone. The field matters when the energy gained during a time $\hbar/\varepsilon$ is comparable with $\varepsilon$ itself: $(eF\hbar/\varepsilon)^2/2\mu_a=\varepsilon$, or $\varepsilon=(\hbar^2e^2F^2/2\mu_a)^{1/3}$. This estimate follows one electron and the hole. At 0.3 MV/cm, roughly the breakdown field, it gives 0.055 eV; including the second electron and removing the centre-of-mass motion replaces $1/\mu_a$ by $1/m_1+1/m_2+1/m_3-1/M$ and gives 0.063 eV. Neither value includes the primary's own motion: at $10^6$ m/s along the field it gains about 0.3 eV in the 10 fs between the assumed scattering events. The sharp quadratic onset is therefore not reliable within at least several hundredths of an eV of threshold.

**Temperature and filling.** At 400 K, with a rough gap slope of $-0.27$ meV/K, the rate at a fixed primary energy of 1.4 eV rises by a factor 1.23. This is not the trend of a device: in silicon at fixed field the ionisation coefficient falls as temperature rises, because stronger phonon scattering lets fewer carriers reach such energies. At a carrier density of $10^{17}\ \mathrm{cm^{-3}}$ and 300 K the band-edge filling is about 0.004 for electrons and 0.01 for holes of mass 0.55 $m_0$, so an empty conduction band and a full valence band are good assumptions.

**Beside a real device.** The gap and masses are ordinary rough values for silicon; $U$ and $\kappa$ are chosen, so the absolute rate is an illustration and not a prediction for silicon. A real photodiode most clearly breaks the assumption of a single primary state. Its hot carriers occupy many directions and bands, and the directional average alone raises the power from 2 to 3 around an isolated lowest threshold, or to 2.5 around a ring of lowest thresholds. Phonons can also relax momentum conservation. In the model, ionisation at 1.4 eV is about $10^{-4}$ times as frequent as the assumed phonon scattering, so a carrier there would usually lose energy or change direction before ionising. Predicting the gain of a device would require the carrier distribution in the field and the full band structure, which this threshold law does not supply. The remaining digits are in the numerical output below.

## Computed values

```
Sampled powers of available energy (dimensionless)
d=1: momentum conserved, constant element 0.01
d=1: amplitude vanishing at threshold 1.02
d=1: momentum not conserved 0.50
d=1: sampled/formula prefactor 1.002
d=2: momentum conserved, constant element 1.01
d=2: amplitude vanishing at threshold 1.98
d=2: momentum not conserved 2.01
d=2: sampled/formula prefactor 1.004
d=3: momentum conserved, constant element 2.02
d=3: amplitude vanishing at threshold 2.98
d=3: momentum not conserved 3.51
d=3: sampled/formula prefactor 0.997
d=2: power after direction average 1.50
d=3: power after direction average 3.00
Direct-gap threshold/gap, example masses 1.368
Example inputs (rough, silicon regime)
gap 1.12 eV
electron mass 0.32 m0, hole mass 0.55 m0
sum of masses 1.19 m0
kappa 1.0 1/nm, strength U 0.020 eV nm^3
hbar^2/m0 0.07620 eV nm^2, hbar 6.5821e-16 eV s
centre-of-mass energy 0.0320 eV
threshold at this kappa 1.1520 eV
m1 m2 m3/M 0.04733 m0^2
E=1.2 eV: available 0.0480 eV, rate 4.124e+08 1/s
E=1.3 eV: available 0.1480 eV, rate 3.922e+09 1/s
E=1.4 eV: available 0.2480 eV, rate 1.101e+10 1/s
J at E=1.4 eV: 2.8846e-03 1/(eV nm^6)
area integral/formula for J 1.0000
mean time to ionise at E=1.4 eV: 90.8 ps
Neglected effects at E=1.4 eV (rate factors unless noted)
momentum transfer at threshold 10.57 1/nm
Coulomb U, dielectric constant 10: 0.0162 eV nm^3
Coulomb variation: mean factor 1.014
Coulomb 5 to 95 percent range 0.74 to 1.37
anisotropic electron masses (0.92, 0.19 m0) 0.883
nonparabolic electrons, 0.5 1/eV, kappa=0: 1.168
hole mass raised to 1.0 m0: 1.625
phonon scattering rate 1e+14 1/s, width 0.0658 eV
Gaussian broadening by that width 1.070
same broadening at E=1.2 eV: 2.63
ionisation/phonon rate 1.10e-04
field 0.3 MV/cm: energy scale 0.0553 eV
device at 400 K, gap slope -0.27 meV/K: 1.230
band-edge filling at 1e+17 1/cm^3, 300 K: 0.0037
```
